Overtone-to-Fundamental Ratio of a Morse Si–H Stretch with a Linear Dipole

Let x be the displacement of a Si–H bond from its equilibrium length, positive when the bond is stretched, and let m be the mass that moves along x. The potential is the Morse function

V(x) = D(1 − e^(−ax))²,

with well depth D and range parameter a. Near the minimum V ≈ Da²x², so V″(0) = 2Da² = mω², which defines the harmonic frequency ω. The anharmonicity constant x_e is defined by the level formula

E_v = ħω[(v + ½) − x_e(v + ½)²], v = 0, 1, 2, …

The dipole is taken as linear, μ(x) = μ₀ + μ₁x. The constant μ₀ does not connect different states, because they are orthogonal, so every transition dipole is μ₁ times a position matrix element x₀ₙ = <0|x|n>. The quantity of interest is

R = |x₀₂|²/|x₀₁|²,

the ratio for the first overtone, 0→2, to the fundamental, 0→1. The claim is that R/x_e → ½ as x_e → 0. The exact bound states of the Morse well give this limit and also the size of the error at finite x_e.

Define the dimensionless well parameter λ = √(2mD)/(aħ) and the variable z = 2λe^(−ax), which runs from ∞ to 0 as x runs from −∞ to ∞. Then d/dx = −az d/dz and e^(−ax) = z/(2λ). Dividing the Schrödinger equation by ħ²a²/(2m) = D/λ² gives

(z d/dz)²ψ = [λ²(1 − E/D) − λz + z²/4]ψ.

Write s² = λ²(1 − E/D), with s > 0 for a bound state. At small z the solution that decays goes as z^s, and at large z as e^(−z/2), which suggests ψ = z^s e^(−z/2)L(z). Applying z d/dz twice produces

z^s e^(−z/2)[(s − z/2)²L + 2(s − z/2)zL′ − (z/2)L + zL′ + z²L″].

Equating this to (s² − λz + z²/4)ψ, cancelling common terms and dividing by z leaves

zL″ + (2s + 1 − z)L′ + (λ − s − ½)L = 0.

If the power series for L does not end, L grows as e^z times a power of z at large z, and ψ cannot be normalized. For a bound state L is therefore a polynomial. If its degree is n, the coefficient of zⁿ in the equation must vanish, so −n + λ − s − ½ = 0, or s = λ − n − ½. The energies are therefore

E_n = D[1 − (λ − n − ½)²/λ²] = (2D/λ)(n + ½) − (D/λ²)(n + ½)².

Comparison with the definition of x_e gives

ħω = 2D/λ, x_e = 1/(2λ) = ħω/(4D).

Weak anharmonicity thus means a well much deeper than one vibrational quantum.

Let N = λ − ½, so that s = N − n, and let α = 2s = 2N − 2n. Substitution in the equation for L confirms the three polynomials needed:

L₀ = 1,
L₁ = α + 1 − z,
L₂ = ½[z² − 2(α + 2)z + (α + 1)(α + 2)].

The states are ψₙ = Cₙz^(N−n)e^(−z/2)Lₙ with Cₙ > 0. Since |dx| = dz/(az), normalization requires (Cₙ²/a)Iₙ = 1, where

Iₙ = ∫₀^∞ z^(α−1)e^(−z)Lₙ² dz.

For n = 0, α = 2N and I₀ = Γ(2N). For n = 1, the integrals of z^(α−1)e^(−z) times 1, z and z² are Γ(α) times 1, α and α(α + 1), so

I₁ = Γ(α)[(α + 1)² − 2α(α + 1) + α(α + 1)] = Γ(α)(α + 1).

For n = 2, squaring L₂ and inserting the moments up to z⁴ gives ¼Γ(α)(α + 1)(α + 2) times the bracket

α(α + 3) + 2α(α + 1) − 4α(α + 2) + (α + 1)(α + 2) = 2.

The terms in α² and α cancel. With α = 2N − 2 for n = 1 and α = 2N − 4 for n = 2,

I₁ = (2N − 1)Γ(2N − 2),
I₂ = ½(2N − 3)(2N − 2)Γ(2N − 4).

The position operator is x = (ln 2λ − ln z)/a. Its constant part drops out between orthogonal states, which leaves x₀ₙ = −<0|ln z|n>/a. The logarithm can be produced by differentiation, because d(z^(t−1))/dt = z^(t−1)ln z. Define

Jₙ(t) = ∫₀^∞ z^(t−1)e^(−z)Lₙ dz.

Using Γ(t + 1) = tΓ(t), the explicit polynomials give

J₁(t) = Γ(t)(α + 1 − t),
J₂(t) = ½Γ(t)(α + 1 − t)(α + 2 − t).

The product ψ₀ψₙ/z contains z^(2N−n−1), so t must be set to 2N − n. This is α + 1 for n = 1 and α + 2 for n = 2. Each Jₙ then vanishes, which is the orthogonality just used. In the derivative, only the term in which the vanishing factor is differentiated survives:

J₁′(2N − 1) = −Γ(2N − 1),
J₂′(2N − 2) = ½Γ(2N − 2)(−1)(−1) = ½Γ(2N − 2).

Because x₀ₙ = −C₀CₙJₙ′/a² and Cₙ² = a/Iₙ, we have a x₀ₙ = −Jₙ′/√(I₀Iₙ). Thus x₀₁ is positive and x₀₂ negative. Squaring, and reducing the gamma functions with Γ(u + 1) = uΓ(u),

a²|x₀₁|² = Γ(2N − 1)²/[Γ(2N)(2N − 1)Γ(2N − 2)] = 2(N − 1)/(2N − 1)²,

a²|x₀₂|² = ½Γ(2N − 2)²/[Γ(2N)(2N − 3)(2N − 2)Γ(2N − 4)]
= (N − 2)/[4(N − 1)²(2N − 1)].

Their quotient is

R = (N − 2)(2N − 1)/[8(N − 1)³].

Since λ = 1/(2x_e), N = (1 − x_e)/(2x_e). The factors become N − 1 = (1 − 3x_e)/(2x_e), N − 2 = (1 − 5x_e)/(2x_e) and 2N − 1 = (1 − 2x_e)/x_e, and therefore

R = (x_e/2)(1 − 2x_e)(1 − 5x_e)/(1 − 3x_e)³.

To first order the numerator factors give 1 − 7x_e and the denominator gives 1 + 9x_e, so

R = (x_e/2)[1 + 2x_e + O(x_e²)].

This proves R/x_e → ½. The closed form requires the state v = 2 to be bound, N > 2, which means x_e < 1/5. At that edge R falls to zero: the upper state spreads far out of the well, so its normalized amplitude in the region of the compact ground state, and with it x₀₂, goes to zero.

Direct diagonalization of the Hamiltonian on a grid, without the functions above, gives R/x_e = 0.50200, 0.51004, 0.54956 and 0.58309 at x_e = 0.002, 0.01, 0.05 and 0.1. These agree with the closed form to within the tested relative tolerance of 10⁻⁶.

The limit has a simple mechanical reading. Let x₀ = √(ħ/(2mω)) be the harmonic length. From a² = mω²/(2D),

a²x₀² = ħω/(4D) = x_e.

At large N, 1/(2N) → x_e, and the matrix elements reduce to

x₀₁ ≈ x₀, x₀₂ ≈ −a x₀²/√2.

A harmonic oscillator has x₀₂ = 0, since its states 0 and 2 are both even while x is odd. The cubic term of the Morse potential, −Da³x³, mixes states of opposite parity and supplies an overtone amplitude proportional to a. The quartic term is even and cannot do so at first order. Squaring the amplitude ratio gives a²x₀²/2 = x_e/2.

The ratio of absorption strengths is a different quantity. For molecules in the ground state, the integrated absorption of a line is proportional to its frequency times its squared transition dipole. The level formula gives E₁ − E₀ = ħω(1 − 2x_e) and E₂ − E₀ = ħω(2 − 6x_e), so the absorption ratio is

S = R(2 − 6x_e)/(1 − 2x_e) = x_e(1 − 5x_e)/(1 − 3x_e)².

Thus S tends to x_e, not x_e/2. The derivative of S/x_e vanishes at x_e = 1/15, so S/x_e rises above 1, passes a maximum there and then falls. This explains why the computed value is smaller at x_e = 0.1 (1.020) than at 0.05 (1.038).

The assumption of a linear dipole is essential, even in the weak limit. Suppose the dipole has curvature, μ(x) = μ₀ + μ₁x + ½μ₂x². In the harmonic limit <0|x²|2> = √2x₀², so the overtone transition dipole becomes

μ₁x₀₂ + ½μ₂√2x₀² ≈ −(x₀²/√2)(aμ₁ − μ₂).

Both contributions are of order x₀². In the fundamental, by contrast, the curvature enters through <0|x²|1>, which vanishes for a harmonic oscillator and is of order ax₀³ here. That is a relative correction of order ρx_e, where

ρ = μ₂/(aμ₁).

The squared-dipole ratio for fixed ρ is then

R_μ ≈ (x_e/2)(1 − ρ)².

Reducing x_e at fixed ρ does not restore the factor ½. At ρ = 1 the two leading overtone amplitudes cancel. Grid results at x_e = 0.001 and 0.002, extrapolated to zero, give R_μ/(x_e/2) = 4.000, 0.250, 0.000 and 1.000 for ρ = −1, 0.5, 1 and 2, as the formula requires.

For an example, take rough typical values for a Si–H stretch at a passivated silicon interface: a harmonic wavenumber of 2100 cm⁻¹ and an anharmonic term ω_e x_e of 35 cm⁻¹. Then

x_e = 35/2100 = 0.016667, λ = 1/(2x_e) = 30, N = 29.5.

The depth is D = 2100/(4 × 0.016667) = 31500 cm⁻¹, or 3.906 eV. This is the depth of the Morse curve fixed by the two inputs, not a measured bond energy. The lines lie at 2100 − 2 × 35 = 2030 cm⁻¹ and 2 × 2100 − 6 × 35 = 3990 cm⁻¹.

Holding the silicon atom fixed and letting only hydrogen move gives a = 14.465 nm⁻¹ and x₀ = 0.008925 nm. The matrix elements are

|x₀₁| = √(57/58²)/a = 0.008999 nm,
|x₀₂| = √(27.5/(4 × 28.5² × 58))/a = 0.000835 nm.

The choice of moving mass affects these lengths but not the linear-dipole R, once x_e is given. It does change a, and with it ρ below: the Si–H reduced mass gives a = 14.21 nm⁻¹ and lowers the curved-dipole ratio by about 5 %. The ratio is

R = 27.5 × 58/(8 × 28.5³) = 0.008613.

The limiting law gives x_e/2 = 0.008333, and R lies 3.35 % above it, close to the first correction 2x_e = 3.3 %. The absorption ratio is 0.008613 × 3990/2030 = 0.01693, near x_e.

For a real bond both the Morse shape and the linear dipole are open to doubt, and the dipole has the larger effect. Its curvature was estimated from silane by the restricted Hartree–Fock method in the def2-TZVP basis, stretching one bond about a fixed typical length with the other atoms held still. The result is μ₁ = −0.3351 e and μ₂/μ₁ = 8.968 nm⁻¹. The negative slope means that the dipole component pointing from Si to H decreases as the bond stretches. With the Morse parameter above,

ρ = 8.968/14.465 = 0.620,
(x_e/2)(1 − ρ)² = 0.00120.

The grid calculation with the same curved dipole gives 0.00142, which is 0.165 of the linear-dipole value. The leading law is 15 % below the grid value mainly because the two amplitudes partly cancel. A correction of about 2.9x_e to the overtone amplitude, in units of the leading linear-dipole amplitude, is measured against 1 − ρ = 0.38 instead of 1, and this raises the squared overtone amplitude by a factor 1.27. The squared fundamental grows by 7 % at the same time, which offsets part of this: 1.27/1.07 ≈ 1.18. At this level of theory the curvature lowers the predicted overtone by a factor of about six, while for a linear dipole in a Morse well finite anharmonicity of this size (x_e = 1/60) moves the ratio only about 3 % away from x_e/2; the deviation reaches 10 % at x_e = 0.05 and 17 % at 0.1. The factor ½ itself belongs to the Morse shape, which ties the quartic constant, and hence x_e, to the cubic one. For the computed stretch curve of silane in the same basis, with x_e taken from its own levels, the linear-dipole ratio is 1.23 (Hartree–Fock) or 1.20 (MP2) times x_e/2. Silane is a stand-in for the interface bond, and this estimate omits electron correlation, the solid surroundings and higher dipole derivatives. The factor is not converged. MP2 in the same basis gives μ₁ ≈ −0.28 e, ρ ≈ 0.49 and a ratio near 0.0024, a reduction by about 3.6. Keeping the cubic dipole term at the Hartree–Fock level changes the factor from 6 to about 5.5. Larger bases raise ρ. In def2-TZVPP and aug-cc-pVTZ it is about 0.64 and 0.66 at the Hartree–Fock level, with factors 6.6 and 7.3, and about 0.53 and 0.55 with MP2, with factors 4.1 and 4.5. The last digit of these factors is uncertain by about one unit. Only a reduction by a factor of several is established. It shows that x_e/2 should not be used to predict a measured Si–H overtone without knowledge of the dipole curvature.

An oxide field has a much smaller effect on R within this model. Take first a strictly linear dipole that does not depend on the field. A field F along the bond, positive from Si to H, then adds the energy −μ₁Fx. As μ₁ is negative, F > 0 pushes the hydrogen inward and moves the minimum by

ax ≈ −|μ₁|F/(2Da).

At 5 MV/cm, which is 0.5 V/nm, this is −0.3351 × 0.5/(2 × 3.906 × 14.465) = −0.00148. To leading order any weakly anharmonic well has the ratio of the Morse well with the same second and third derivatives. For these a = −V‴/(3V″), and x₀² is proportional to (V″)^(−1/2), so R is proportional to (V‴)²/(V″)^(5/2). Near the original minimum V″ ∝ 1 − 3ax and V‴ ∝ 1 − (7/3)ax, hence

δR/R ≈ (−14/3 + 15/2)ax = (17/6)ax = −0.42 %.

The grid values are −0.456 % for a field pointing towards H and +0.461 % for one pointing towards Si. In the numerical output below, the direction labels on these two lines are interchanged; the signs derived here are the correct ones. These figures leave out two effects of comparable or larger size. The curvature adds the energy −½μ₂Fx², which alters V″ directly and raises the changes of R to about −0.72 % and +0.74 %. The field also polarizes the bond and so changes μ₁ and μ₂ themselves. For silane at the Hartree–Fock level this alone moves the curved-dipole ratio by about +6 % for a field towards H and −5 % for one towards Si in def2-TZVP, and by about +7 % and −7 % in aug-cc-pVTZ. With the shift of the well and the polarization taken together, the curved-dipole ratio changes by about +5 % and −5 % in aug-cc-pVTZ. These figures take the macroscopic oxide field as the field at the bond. The local field may be larger, and at twice the field the changes are roughly +10 % and −10 %. All of these remain small beside the effect of the curvature itself.

At 400 K the population of v = 1 relative to v = 0 is 6.7 × 10⁻⁴, so the stretch itself starts almost entirely from v = 0. The bend is not frozen out in the same way: a doubly degenerate bend lying between 630 and 900 cm⁻¹ would be excited in 20 % to 8 % of the bonds. Coupling to Si–H bending is absent from the model and has not been sized. It could share overtone strength with nearby combination levels, and then a single measured line would not represent the whole 0→2 transition.

Values computed for the example and the checks

```
Scan: xe, R, R/xe, absorption-strength ratio/xe (no units)
  0.002  0.001004  0.50200  1.00199
  0.010  0.005100  0.51004  1.00967
  0.050  0.027478  0.54956  1.03806
  0.100  0.058309  0.58309  1.02041
Curved dipole: rho, extrapolated limit of R/(xe/2) (no units)
  -1.0  3.9999
  0.5  0.2500
  1.0  -0.0000
  2.0  0.9996
Harmonic wavenumber: 2100 cm^-1
Anharmonic term omega_e x_e: 35 cm^-1
Anharmonicity constant xe: 0.016667
lambda = 1/(2 xe): 30.00
Morse depth D: 31500 cm^-1 = 3.906 eV
Morse range parameter a: 14.465 nm^-1
Harmonic length x0: 0.008925 nm
Fundamental 0-1: 2030.0 cm^-1
First overtone 0-2: 3990.0 cm^-1
|x01|: 0.008999 nm
|x02|: 0.000835 nm
Ratio R from grid: 0.008613
Ratio R from closed form: 0.008613
Limit law xe/2: 0.008333
R above xe/2 by: 3.35 %
Absorption-strength ratio: 0.016928
Silane RHF dipole slope mu1: -0.3351 e
Silane RHF mu2/mu1: 8.968 nm^-1
Silane rho = mu2/(a mu1): 0.6200
Squared-dipole ratio with curvature, grid: 0.001424
Same, leading law: 0.001204
Curved over linear dipole ratio: 0.165
Oxide field: 5 MV/cm
Change of R, field toward Si: -0.456 %
Change of R, field toward H: 0.461 %
Temperature of use: 400 K
Population of v=1 relative to v=0: 6.74e-04
```
